Surface free energy of nonstoichiometric oxide terminations versus oxygen chemical potential, part 1

(Sections cited here and not found follow in the second part.)

## I. The line, its slope and its end points

### 1. One oxygen atom per surface cell

Consider a crystal of composition MO2, cut into a slab that contains two oxygen atoms for every metal atom and has two equal faces. Let A be the area of one surface cell and γ_s the surface free energy of either face, per unit area. Now take one oxygen atom out of every surface cell.

Removing the atom and placing it at rest, far from everything, costs an energy w. The atom does not stay there. It enters an oxygen reservoir, whose free energy rises by the chemical potential μ_O, the free energy per added oxygen atom. With energies counted from isolated atoms at rest, μ_O is negative when oxygen is bound in the reservoir. The reduced face therefore has

Aγ_r = Aγ_s + w + μ_O. (1)

If an atom is instead taken from the reservoir and bound to the original face with binding energy b > 0, the reservoir loses μ_O and the surface energy falls by b:

Aγ_a = Aγ_s − b − μ_O. (2)

Both results are straight lines in μ_O. The slope is +1/A when one atom per cell is missing, −1/A when one is added, and zero for the original face. An oxygen-poor reservoir, with μ_O very negative, accepts oxygen readily and favours the reduced face. An oxygen-rich one favours the face with added oxygen. The reduced and original faces have equal free energy when w + μ_O = 0.

Two matters remain. A general slab need not be described by its distance from a stoichiometric one, so its missing or added oxygen has to be counted without such a reference. Furthermore, μ_O cannot be chosen freely, because the oxide must survive in contact with the reservoir.

### 2. The excess free energy of a slab

Let the bulk oxide be M_xO_y, with Gibbs free energy g_ox per formula unit. A slab contains N_M metal and N_O oxygen atoms, has free energy G_slab, and has two equal faces, each of area A. Four assumptions are made:

- The temperature is fixed.
- The bulk has a fixed composition.
- The structure and composition of the termination are fixed while μ_O varies.
- The pressure of the gas changes the free energies of the solids by a negligible amount.

Assemble the slab from reservoirs with chemical potentials μ_M and μ_O. The total free energy changes by G_slab − N_M μ_M − N_O μ_O. If the atoms had gone into the interior of a crystal in equilibrium with the reservoirs, this change would have been zero. What is left is due to the two faces:

2Aγ = G_slab − N_M μ_M − N_O μ_O. (3)

The two chemical potentials are not independent. One formula unit can pass between the bulk oxide and the reservoirs. In equilibrium this transfer does not change the total free energy to first order, so

xμ_M + yμ_O = g_ox. (4)

Solving for the metal gives

μ_M = (g_ox − yμ_O)/x. (5)

Inserting Eq. (5) into Eq. (3), and keeping the two terms in μ_O apart for the moment, gives

2Aγ = G_slab − (N_M/x) g_ox + (y/x)N_M μ_O − N_O μ_O. (6)

The last two terms combine into −[N_O − (y/x)N_M] μ_O. Define the oxygen excess per unit area of face by

Γ_O = [N_O − (y/x)N_M]/(2A). (7)

Division of Eq. (6) by 2A then yields

γ(μ_O) = [G_slab − (N_M/x) g_ox]/(2A) − Γ_O μ_O. (8)

Under the stated assumptions G_slab, g_ox, N_M, N_O and A do not depend on μ_O. Equation (8) is therefore a straight line, with

dγ/dμ_O = −Γ_O. (9)

The slope contains more than the number of oxygen atoms. When μ_O rises by dμ_O, Eq. (5) makes μ_M fall by (y/x)dμ_O. The metal atoms in the slab then contribute +(y/x)N_M dμ_O to 2A dγ, and the oxygen atoms contribute −N_O dμ_O. For a stoichiometric slab the two contributions cancel.

The meaning of Γ_O can be seen by replacing the slab with a block of uniform bulk oxide that holds the same number N_M of metal atoms. That block contains (y/x)N_M oxygen atoms. The real slab contains 2AΓ_O more, and by symmetry half of these belong to each face. Thus Γ_O is the oxygen excess measured relative to the metal, and no separate decision about where the surface begins is required.

Neither γ nor Γ_O depends on thickness once the interior is bulk-like. Add j formula units to the interior. Then G_slab grows by jg_ox, N_M by jx and N_O by jy. In the first term of Eq. (8) the change is jg_ox − (jx/x)g_ox = 0. In Eq. (7) it is jy − (y/x)jx = 0. A calculated γ that drifts with thickness therefore signals that the slab is too thin or that g_ox is inconsistent with the slab calculation.

If the two faces differ, the left side of Eq. (3) becomes A(γ₁ + γ₂). One slab then gives the mean (γ₁ + γ₂)/2 and the mean excess. Separate values need further information, such as a second slab in which one of these two faces is paired with a copy of itself or with a face of known surface free energy.

The opening case follows from Eq. (7). For MO2, y/x = 2. If A is one surface cell and one oxygen atom is missing from each face, N_O = 2N_M − 2 and Γ_O = −1/A. The slope −Γ_O is +1/A, as in Eq. (1).

### 3. A convenient zero

Let e_O2 be the energy of one isolated O2 molecule at rest in its vibrational ground state. Measure the oxygen chemical potential from half this energy:

Δμ = μ_O − e_O2/2. (10)

Substitution of μ_O = e_O2/2 + Δμ into Eq. (8) gives

γ = γ₀ − Γ_O Δμ,
γ₀ = [G_slab − (N_M/x) g_ox]/(2A) − Γ_O e_O2/2. (11)

The slope is unchanged. The intercept γ₀ is the surface free energy at Δμ = 0, a point that may lie outside the range in which the oxide can be in equilibrium.

### 4. Where the line must stop

Suppose another condensed phase M_pO_q, with free energy g_pq per formula unit, could form. Building one unit from the reservoirs changes the total free energy by g_pq − pμ_M − qμ_O. If this were negative, the phase would grow. Equilibrium of the oxide without that growth requires

pμ_M + qμ_O ≤ g_pq. (12)

Metallic M has p = 1 and q = 0. With g_M its free energy per atom, Eq. (12) reads μ_M ≤ g_M. Equation (5) turns this into

(g_ox − yμ_O)/x ≤ g_M.

Multiply by the positive number x and move the terms:

g_ox − xg_M ≤ yμ_O,
μ_O ≥ (g_ox − xg_M)/y. (13)

This is the metal-precipitation bound. Define the formation free energy of the oxide from metal and isolated O2 molecules at rest as

ΔG_f = g_ox − xg_M − y e_O2/2. (14)

Subtracting e_O2/2 from both sides of Eq. (13) then gives

Δμ ≥ ΔG_f/y. (15)

A strongly bound oxide has a very negative ΔG_f and survives in a correspondingly oxygen-poor environment. In this convention the temperature dependence of the gas is contained in Δμ and not in ΔG_f.

Condensed oxygen has p = 0 and q = 2. With g_cond its free energy per O2 molecule, Eq. (12) gives

μ_O ≤ g_cond/2,
Δμ ≤ (g_cond − e_O2)/2. (16)

At low temperature, condensed molecules attract one another and g_cond lies below e_O2, so the bound is slightly negative. The simpler limit Δμ ≤ 0 replaces the condensed phase by isolated molecules at rest. It is a convenient convention, somewhat looser than Eq. (16) at low temperature. Above the critical temperature oxygen does not condense from the gas into a liquid, and Eq. (16) is then no liquid-condensation bound. The value Δμ = 0 remains a marker on the axis without being a phase boundary.

A competing oxide may close the window earlier. For MO2 and M2O3, Eq. (12) has p = 2 and q = 3, while Eq. (5) gives μ_M = g_ox − 2μ_O. Thus

2(g_ox − 2μ_O) + 3μ_O ≤ g_M2O3,
2g_ox − μ_O ≤ g_M2O3,
μ_O ≥ 2g_ox − g_M2O3. (17)

In terms of formation free energies, g_ox = ΔG_f + g_M + e_O2 and g_M2O3 = ΔG_f(M2O3) + 2g_M + (3/2)e_O2. The metal terms cancel in Eq. (17), and of the molecular terms 2e_O2 − (3/2)e_O2 = e_O2/2 remains. Removing this by Eq. (10) leaves

Δμ ≥ 2ΔG_f − ΔG_f(M2O3). (18)

The larger of the lower bounds (15) and (18) applies. Beyond it, Eq. (8) can still describe a metastable oxide if the new phase is slow to nucleate, but it no longer describes full equilibrium.

### 5. Competition between terminations

Two terminations 1 and 2 of the same crystal orientation have γ₁ = γ₀₁ − Γ₁Δμ and γ₂ = γ₀₂ − Γ₂Δμ. At equality,

γ₀₁ − γ₀₂ = (Γ₁ − Γ₂)Δμ*,
Δμ* = (γ₀₁ − γ₀₂)/(Γ₁ − Γ₂). (19)

This requires Γ₁ ≠ Γ₂; lines of equal slope are parallel. Above Δμ* the termination with more oxygen has the lower free energy, because its line has the more negative slope. Among several candidates the equilibrium surface follows the lowest line at each Δμ. This lower envelope is concave: its slope can only decrease as Δμ increases. The result is conditional on the list of candidates, and a structure left out of the list may lie lower.

The orientation is held fixed because terminations of one plane can replace one another by exchanging atoms with the reservoir. Different planes are also coupled through the shape of the crystal, so the plane of lowest γ does not simply replace all others.

### 6. A surface that adapts

At finite temperature a face can sample many oxygen arrangements. Let its area be S. Configuration c has oxygen excess n_c, counted in atoms, and surface free energy W_c in total when μ_O = 0. By Eq. (8), at other μ_O its total surface free energy is W_c − n_cμ_O. The bulk part is common to all configurations and has been subtracted. Summing their Boltzmann weights gives

Ξ = Σ_c exp[−(W_c − n_cμ_O)/(k_B T)],
Sγ = −k_B T ln Ξ. (20)

Differentiate at fixed T. Each term of Ξ acquires a factor n_c/(k_B T), so

S dγ/dμ_O = −k_B T (1/Ξ)(dΞ/dμ_O) = −⟨n⟩. (21)

Equation (9) thus survives locally, with Γ_O replaced by the mean excess ⟨n⟩/S, which now depends on μ_O. To obtain the curvature, write ⟨n⟩ = Σ_c n_c e_c/Ξ, where e_c is the exponential in Eq. (20). The quotient rule gives

d⟨n⟩/dμ_O = (⟨n²⟩ − ⟨n⟩²)/(k_B T),
S d²γ/dμ_O² = −(⟨n²⟩ − ⟨n⟩²)/(k_B T). (22)

The variance cannot be negative, so γ is concave. It is a straight line where the excess does not fluctuate. Since Ξ is at least as large as its largest term, the thermal γ cannot lie above the lowest individual line. As T tends to zero the largest term dominates and the envelope of Section 5 is recovered.

## II. A fluorite oxide, from energies to pressures

### 7. Symbols and results carried over

The oxide is now MO2, so x = 1 and y = 2. A slab has N_M metal and N_O oxygen atoms and two equal faces of area A. Its oxygen excess is Γ_O = (N_O − 2N_M)/(2A), and Δμ is the oxygen chemical potential measured from half the energy e_O2 of an isolated molecule. For a fixed termination γ = γ₀ − Γ_OΔμ, Eq. (11). The metal bound is Δμ ≥ ΔG_f/2, Eq. (15), where ΔG_f is the formation free energy of MO2. Equations (16) and (18) give the condensation and M2O3 bounds. For an adapting face of area S, Eqs. (20) to (22) relate γ to the mean and variance of the excess n.

Energies are in eV and lengths in Å, which suit this problem better than atomic units.

### 8. The model and its window

The crystal has the fluorite structure with cubic lattice constant 5.0 Å. A metal atom has eight oxygen neighbours and an oxygen atom has four metal neighbours. Relative to isolated atoms the energy is

E = −B Σ_i √Z_i + R N_b, B = 3.2 eV, R = 0.8 eV, (23)

where Z_i is the number of M–O neighbours of atom i and N_b the number of M–O bonds. The square root makes each further bond of an atom weaker than the last. Atoms stay at their lattice sites, and vibrations of the solids are left out, so energies stand for their free energies. The parameters are chosen, and M is no particular metal.

One formula unit has one metal atom, two oxygen atoms and eight bonds:

g_ox = −3.2(√8 + 2√4) + 8 × 0.8 = −15.4510 eV. (24)

The metal is given a cohesive energy of 4.5 eV per atom and O2 a binding energy of 5.0 eV. Hence g_M = −4.5 eV, e_O2 = −5.0 eV, and

ΔG_f = −15.4510 + 4.5 + 5.0 = −5.9510 eV,
Δμ ≥ −5.9510/2 = −2.9755 eV. (25)

Condensed oxygen is given an energy 0.1 eV per molecule below isolated O2, so the condensation bound is Δμ ≤ −0.05 eV.

This bound closes the window only under two restrictions imposed here: the metal sublattice stays complete, in the bulk and on the faces, and only flat (111) faces are admitted. Without the first, Eq. (23) would let the crystal lose metal at high Δμ. Taking one metal atom out of the interior costs 3.2[√8 + 8(√4 − √3)] − 8 × 0.8 = 9.5105 eV. The atom enters the metal reservoir, where μ_M = g_ox − 2μ_O, so the net cost is 9.5105 − 15.4510 + 5.0 − 2Δμ = −0.9405 eV − 2Δμ. It is negative above Δμ = −0.470 eV. Results above that value therefore describe an equilibrium in which oxygen is exchanged but metal vacancies are forbidden. The second restriction is needed as well. An oxygen-terminated (100) face keeps every metal atom eightfold coordinated and has, per cell of 12.5 Å², two oxygen atoms with two neighbours and an excess of one oxygen atom. Hence Aγ = −2 × 3.2√2 + 3.2√4 + 2.5 − Δμ = −0.151 eV − Δμ. This is negative above Δμ = −0.151 eV, where the model crystal would break up along (100) before oxygen condenses. The chosen formation energy of M2O3 is −9.2 eV. With it, Eq. (18) gives the tighter lower bound 2(−5.951) + 9.2 = −2.702 eV. The window without M2O3 is considered first, since it shows the whole sequence of terminations.

For a fixed termination, γ is a straight line in the oxygen chemical potential with slope −Γ_O, and competing phases limit the range in which it describes equilibrium. It remains to calculate the lines for the (111) terminations of the model oxide, find which is lowest, and relate the chemical potential to temperature and oxygen pressure.
